\section*{Why a Stoner-Wohlfarth particle switches at half its anisotropy field at 45 degrees}

\section*{Question}

I am stuck on an exercise about a single-domain magnetic particle with one easy axis. The particle is magnetized along that axis. A field is then applied along a line at $45^\circ$ to the axis, pointing partly against the magnetization, and is slowly increased. I am asked to show that the particle switches when the field reaches half the anisotropy field.

I know that a field exactly opposite to the magnetization must reach the full anisotropy field $B_K$. So I reasoned that only the opposing component counts. At $45^\circ$ this component is $B/\sqrt2$, and setting it equal to $B_K$ gives $B=\sqrt2\,B_K$. That is larger than $B_K$, not smaller.

I also tried to minimize the energy. Setting the derivative to zero gives an equation with both $\sin2\varphi$ and $\sin(\varphi+45^\circ)$ in it, and I do not see how to solve it, or which solution would tell me that the particle has switched. What am I missing?

\section*{Answer}

Two things are missing. The transverse component of the field cannot be dropped, because it turns the magnetization away from the axis before the switch. And switching is not a matter of which state has the lowest energy: it happens when the energy minimum in which the magnetization sits ceases to exist. Your equation becomes easy once the angle is measured from a better origin.

\subsection*{The energy}

Assume that the magnetization is uniform, with fixed magnitude $M_s$, and that it rotates as a whole, which requires a small particle. No separate demagnetizing energy is included, so the particle is taken to be a sphere, or a spheroid elongated along the easy axis with its shape anisotropy counted in $K$. Let $V$ be the volume, $K>0$ the anisotropy constant, and $\varphi$ the angle of the magnetization from its starting direction. I write the applied field as $B=\mu_0H$. Its direction is $\varphi=180^\circ-45^\circ=135^\circ$. For now the magnetization stays in the plane of the easy axis and the field; tilts out of it are treated below. The energy is
\begin{equation}
E=KV\sin^2\varphi-M_sVB\cos(\varphi-135^\circ).
\end{equation}
Divide by $KV$ and define
\begin{equation}
B_K=\frac{2K}{M_s},\qquad h=\frac{B}{B_K}.
\end{equation}
Since $M_sB/K=2B/B_K=2h$, the reduced energy $e=E/(KV)$ is
\begin{equation}
e=\sin^2\varphi-2h\cos(\varphi-135^\circ).
\end{equation}

Now set $\varphi=45^\circ+u$. Then $\cos2\varphi=\cos(90^\circ+2u)=-\sin2u$, so
\begin{equation}
\sin^2\varphi=\tfrac12(1-\cos2\varphi)=\tfrac12+\sin u\cos u .
\end{equation}
Also $\cos(\varphi-135^\circ)=\cos(u-90^\circ)=\sin u$. Therefore
\begin{equation}
e=\tfrac12+\sin u\cos u-2h\sin u .
\label{eq:e}
\end{equation}
With angles in radians when differentiating,
\begin{align}
e'&=\cos2u-2h\cos u,\label{eq:e1}\\
e''&=-2\sin2u+2h\sin u=2\sin u\,(h-2\cos u).\label{eq:e2}
\end{align}

\subsection*{The equilibrium angles}

The derivative now contains nothing but cosines of $u$ and $2u$. With $c=\cos u$ and $\cos2u=2c^2-1$, the condition $e'=0$ is a quadratic:
\begin{equation}
2c^2-2hc-1=0,\qquad
c_\pm=\frac{h\pm\sqrt{h^2+2}}{2}.
\label{eq:c}
\end{equation}
Each root with $|c|<1$ gives two angles, $u=\pm\arccos c$.

To find the occupied one, start at $h=0$. There $c_+=1/\sqrt2$, so $u=\pm45^\circ$, or $\varphi=0$ and $\varphi=90^\circ$. The particle starts at $\varphi=0$, which is $u=-\arccos c_+$. On the $c_+$ roots, equation \eqref{eq:c} gives $h-2c_+=-\sqrt{h^2+2}$, and \eqref{eq:e2} becomes
\begin{equation}
e''=-2\sin u\,\sqrt{h^2+2}.
\end{equation}
This is positive for $u<0$ and negative for $u>0$. The occupied state $u=-\arccos c_+$ is thus a minimum, and $u=+\arccos c_+$ is the top of the barrier in front of it.

On the $c_-$ roots, $h-2c_-=+\sqrt{h^2+2}$ and the signs are exchanged: the minimum is at $u=+\arccos c_-$. At $h=0$ it lies at $u=135^\circ$, that is $\varphi=180^\circ$. This is the reversed state.

\subsection*{Where the occupied minimum ends}

Solve the quadratic for the field instead of the angle. On the occupied branch $c>0$, and division by $2c$ gives
\begin{equation}
h=c-\frac{1}{2c},\qquad
\frac{dh}{dc}=1+\frac{1}{2c^2}>0 .
\label{eq:h}
\end{equation}
A larger field therefore requires a larger $c$. But $c$ is a cosine and cannot exceed 1. The branch ends at $c=1$, where
\begin{equation}
h=1-\frac12=\frac12,\qquad B=\frac{B_K}{2}.
\end{equation}
This is the required result. At that point $u=0$ and $\varphi=45^\circ$: the occupied minimum and the barrier top, at $u=\mp\arccos c_+$, have merged.

The point left behind does not hold the magnetization. At $h=\frac12$,
\begin{equation}
e'=2c^2-c-1=(2c+1)(c-1),
\label{eq:slope}
\end{equation}
which is negative for $0<u<120^\circ$. The energy falls all the way from $u=0$ to $u=120^\circ$, so the smallest push forward starts the reversal. For $h>\frac12$ the slope at $u=0$ is $1-2h<0$, and no push is needed.

The torques show where the factor $\frac12$ comes from. Per unit volume, the anisotropy pulls the magnetization back with torque $K\sin2\varphi$, and the field drives it forward with torque $M_sB\sin(135^\circ-\varphi)$. At $\varphi=45^\circ$ the restoring torque has its largest value, $K$. The field is then perpendicular to the magnetization and its torque is also at its largest, $M_sB$. They balance when $B=K/M_s=B_K/2$. This balance alone would not exclude an equilibrium at a smaller angle in a larger field; the monotonic relation \eqref{eq:h} does.

\subsection*{Why the component argument fails}

For a field exactly opposite to the magnetization, $e=\sin^2\varphi+2h\cos\varphi$, and the stiffness at $\varphi=0$ is $e''=2-2h$. The magnetization stays at $\varphi=0$, where the field exerts no torque, until the stiffness vanishes at $h=1$. That is the result you know.

At $45^\circ$ the transverse component exerts a torque from the beginning. It turns the magnetization toward the hard direction, where the anisotropy resists further turning less and less: the slope of the restoring torque $K\sin2\varphi$ is $2K\cos2\varphi$, which falls from $2K$ at $\varphi=0$ to zero at $\varphi=45^\circ$. Your estimate keeps the opposing component and throws away the one that does this work.

\subsection*{How the barrier disappears}

Let $s=\sqrt{1-c^2}$ with $c=c_+$. The minimum has $\sin u=-s$ and the barrier top has $\sin u=+s$. Subtracting the two values of \eqref{eq:e},
\begin{equation}
\Delta e=2sc-4hs=2s(c-2h).
\end{equation}
From \eqref{eq:h}, $c-2h=c-2c+1/c=(1-c^2)/c=s^2/c$. Hence
\begin{equation}
\Delta e=\frac{2s^3}{c}.
\label{eq:barrier}
\end{equation}
At zero field $s=c=1/\sqrt2$ and $\Delta e=1$, the full anisotropy barrier $KV$. Just below switching write $h=\frac12-\delta$. Since $dh/dc=\frac32$ at $c=1$, to leading order $1-c=2\delta/3$ and $s^2\approx2(1-c)=4\delta/3$, so
\begin{equation}
\Delta e\approx2\left(\frac{4\delta}{3}\right)^{3/2}.
\end{equation}
The barrier is already low some way before it vanishes. At nonzero temperature a particle can be carried over it by thermal agitation if one waits long enough, so $B_K/2$ is the zero-temperature threshold.

\subsection*{Could it escape sideways?}

A real magnetization can leave the plane. Tilt it by an angle $\alpha$ toward the normal. Its in-plane components are multiplied by $\cos\alpha$, so
\begin{equation}
e=1-\cos^2\!\alpha\cos^2\!\varphi-2h\cos\alpha\sin u .
\end{equation}
This is even in $\alpha$, so in-plane and out-of-plane displacements do not mix at second order. The stiffness against the tilt is
\begin{equation}
\left.\frac{\partial^2e}{\partial\alpha^2}\right|_{\alpha=0}
=2\cos^2\varphi+2h\sin u .
\end{equation}
On the occupied branch $\sin u=-s$, and $2\cos^2\varphi=1-\sin2u=1+2sc$. With $c-h=1/(2c)$ from \eqref{eq:h},
\begin{equation}
\left.\frac{\partial^2e}{\partial\alpha^2}\right|_{\alpha=0}
=1+2s(c-h)=1+\frac{s}{c}\ge1 .
\label{eq:tilt}
\end{equation}
The state is stable against tilting up to and including $h=\frac12$, so there is no earlier escape in three dimensions.

\subsection*{Where it lands}

At $h=\frac12$ the other root is $c_-=(\frac12-\frac32)/2=-\frac12$. The reversed minimum is at $u=120^\circ$, or $\varphi=165^\circ$. Just before the jump the magnetization is at $135^\circ-45^\circ=90^\circ$ to the field, and its component along the field is zero. After it has settled, the angle is $165^\circ-135^\circ=30^\circ$ and the component is $M_s\cos30^\circ=0.866\,M_s$. If the field is now slowly removed, the $c_-$ minimum moves to $\varphi=180^\circ$. The particle stays reversed, which is what makes this a switch and not a temporary deflection.

\subsection*{Other field directions}

Let the field line make an angle $\psi$ with the easy axis, $0<\psi<90^\circ$, and write $a=h\cos\psi$ for the opposing component and $b=h\sin\psi$ for the transverse one. Then
\begin{equation}
e=\sin^2\varphi+2a\cos\varphi-2b\sin\varphi .
\end{equation}
A minimum merges with a maximum where $e'=0$ and $e''=0$. Halved, these conditions read
\begin{align}
a\sin\varphi+b\cos\varphi&=\sin\varphi\cos\varphi,\\
a\cos\varphi-b\sin\varphi&=\cos2\varphi .
\end{align}
Multiply the first by $\sin\varphi$, the second by $\cos\varphi$, and add:
\begin{equation}
a=\cos\varphi\,(\sin^2\varphi+\cos2\varphi)=\cos^3\varphi .
\end{equation}
Multiply the first by $\cos\varphi$, the second by $\sin\varphi$, and subtract:
\begin{equation}
b=\sin\varphi\,(\cos^2\varphi-\cos2\varphi)=\sin^3\varphi .
\end{equation}
Both $a$ and $b$ are positive, so $\varphi$ lies between $0$ and $90^\circ$, and $\tan^3\varphi=\tan\psi$ fixes it uniquely. The minimum lost there is the starting one. The reversed one survives, because $e'=-2a<0$ at $\varphi=90^\circ$ and $e'=2b>0$ at $\varphi=180^\circ$, which keeps a minimum between these angles at every field.

Tilting out of the plane gives no earlier escape here either. Found as before, the stiffness against the tilt is $2\cos^2\varphi-2a\cos\varphi+2b\sin\varphi$. At an equilibrium $e'=0$ gives $a=\cos\varphi-b\cos\varphi/\sin\varphi$, and the stiffness becomes $2b/\sin\varphi$. This is positive for the occupied minimum, which stays between $0$ and $90^\circ$ because $e'$ is nonzero at both ends.

Squaring and adding, and using $x^3+y^3=(x+y)^3-3xy(x+y)$ with $x=\cos^2\varphi$ and $y=\sin^2\varphi$,
\begin{equation}
h^2=\cos^6\varphi+\sin^6\varphi=1-\tfrac34\sin^22\varphi\ \ge\ \tfrac14 .
\end{equation}
Equality requires $\varphi=45^\circ$, and then $\psi=45^\circ$. Half the anisotropy field is thus the smallest slow-sweep switching field for any of these directions. For $\psi\to0$ the formula returns $h\to1$, your head-on case. For $\psi=20^\circ$ and for $\psi=70^\circ$ it gives $h=0.574$; the two agree because exchanging $\psi$ with $90^\circ-\psi$ exchanges $\cos\varphi$ with $\sin\varphi$.

\subsection*{A numerical case}

Take the round model values $K=2.0\times10^4\ \mathrm{J/m^3}$ and $M_s=8.0\times10^5\ \mathrm{A/m}$. Then
\begin{equation}
B_K=\frac{2(2.0\times10^4)}{8.0\times10^5}\ \mathrm{T}=50\ \mathrm{mT},
\end{equation}
and the switching field at $45^\circ$ is $25$ mT, or $H=B/\mu_0=19.9$ kA/m. Two limits apply to a real particle with these constants. First, $\mu_0M_s^2/2=4.0\times10^5\ \mathrm{J/m^3}$ is twenty times $K$, and an elongation of about 14\% gives a shape anisotropy as large as $K$, so the shape must be counted in $K$. Second, the value holds at zero temperature. A sphere of radius 14.7 nm has $KV=64\,k_BT$ at 300 K, and by \eqref{eq:barrier} its barrier is down to $25\,k_BT$ already at $h=0.24$, or 12 mT, where thermal escape becomes observable.

At $20$ mT, for example, $h=20/50=0.40$. Equation \eqref{eq:c} gives $c=(0.40+\sqrt{2.16})/2=0.9348$, so $\varphi=45^\circ-\arccos c=24.2^\circ$. With $s=0.355$, the barrier \eqref{eq:barrier} is $2s^3/c=0.096$. The same steps at other fields give:

\begin{center}
\begin{tabular}{cccc}
$B$ (mT) & $c$ & $\varphi$ & $\Delta E/(KV)$\\
\hline
0 & 0.7071 & $0.0^\circ$ & 1.000\\
10 & 0.8141 & $9.5^\circ$ & 0.481\\
20 & 0.9348 & $24.2^\circ$ & 0.096\\
24 & 0.9867 & $35.7^\circ$ & 0.009
\end{tabular}
\end{center}

The first 20 mT turn the magnetization by $24^\circ$; the last 5 mT turn it by the remaining $21^\circ$. The reason is in \eqref{eq:h}. On the occupied branch $dc=-\sin u\,du=s\,d\varphi$, so
\begin{equation}
\frac{d\varphi}{dh}=\frac{1}{s\,[1+1/(2c^2)]},
\end{equation}
which grows without limit as $s\to0$. At 24 mT, 4\% below the switching field, less than 1\% of the zero-field barrier is left.

\subsection*{What ``slowly'' means}

The argument assumes that the magnetization follows its minimum. To see what happens otherwise, use the Landau-Lifshitz-Gilbert equation for the unit vector $\mathbf m$ along the magnetization,
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}
+\alpha_G\,\mathbf m\times\dot{\mathbf m},\qquad
\mathbf B_{\rm eff}=\mathbf B+B_Km_x\hat{\mathbf x},
\end{equation}
where $x$ is the easy axis, $\alpha_G$ the damping constant and $\gamma$ the magnitude of the electron gyromagnetic ratio. The natural time unit is $1/(\gamma B_K)=0.114$ ns.

I integrated this equation numerically for fields rising linearly from zero, with $\alpha_G=0.5$, and recorded the field at which $m_x$ first reaches zero. When the field takes 57 ns to reach $B_K/2$, the crossing comes at $0.521\,B_K$. When it takes 568 ns, the crossing comes at $0.504\,B_K$. The excess over $B_K/2$ is a delay: the magnetization needs time to leave the flat region near $\varphi=45^\circ$, and the field goes on rising meanwhile. A slower ramp brings the crossing closer to $B_K/2$.

A sudden field with weak damping can act in the opposite direction. Switch on $h=0.45$ at once. The magnetization is still at $\varphi=0$, where
\begin{equation}
e=-2h\cos135^\circ=\sqrt2\,h=0.636 .
\end{equation}
The barrier top, from \eqref{eq:e} at $u=+\arccos c_+$, is at $e=0.517$. The particle starts above it. Without damping the energy is conserved in the constant field, so the barrier cannot confine the motion; weak damping removes the excess gradually. A numerical integration with $\alpha_G=0.01$ over 60 time units, about 7 ns, shows $m_x$ swinging from $1$ to as low as $-0.76$, although the field is below $B_K/2$. This shows that the barrier is crossed. It also settles where the particle comes to rest. At the lowest $m_x$ the reduced energy is at most $0.37$, whatever the other two components are, and this is below the barrier top at $0.517$. In a constant field damping can only lower the energy further, so the particle cannot return and stays in the reversed well. This outcome belongs to this value of the damping. The component $m_x$ changes sign several times before the motion is captured, and which well captures it depends on $\alpha_G$: the same step with $\alpha_G=0.005$ ends in the starting well, and with $\alpha_G=0.5$ it never crosses the barrier.

So the statement you were asked to prove belongs to a slow sweep with damping, at zero temperature, for a particle that rotates coherently. Under these conditions the particle stays in its starting well up to $B_K/2$ and leaves it there.

All numerical values are calculated from the stated model.
